# Direct-impact and stimulated amorphization: when the dose curve is sigmoidal, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: separation of variables and the slope of the rate

A crystalline layer is implanted with ions. In undamaged crystal, direct impact turns an area of $0.05\ \mathrm{nm^2}$ per ion amorphous, as an average over many ions. Let damage already present help later ions to amorphize the rest, and let the cross section for this stimulated process be $0.025$, $0.05$, $0.10$ or $1.00\ \mathrm{nm^2}$. When the amorphous fraction is computed as a function of dose, the first two values give curves with no inflection, and the last two give curves with one. Stimulation is present in all four cases, yet in two of them the curve bends downward from the start, as it does without any stimulation. A positive feedback is therefore not enough to make a dose curve S-shaped. What has to be found is the strength at which it becomes enough.

### The rate equation and its terms

Let $\Phi$ be the number of ions that have arrived per unit area, here called the dose, and let $f(\Phi)$ be the amorphous fraction of a thin layer in which the damage is uniform. The model is

$$\frac{df}{d\Phi}=g(f),\qquad g(f)=(\sigma_a+\sigma_s f)(1-f). \tag{1}$$

The factor $1-f$ is the fraction still crystalline, since only crystalline material can be converted. The other factor is the probability per unit dose that a given crystalline region is converted. It has a direct part $\sigma_a$, which is present in undamaged material, and a stimulated part $\sigma_s f$, which is proportional to the damage already there. Because $f$ is a pure number and $\Phi$ is an inverse area, $\sigma_a$ and $\sigma_s$ are areas. Areas are given in $\mathrm{nm^2}$ and doses in $\mathrm{nm^{-2}}$, where $1\ \mathrm{nm^{-2}}=10^{14}\ \mathrm{cm^{-2}}$.

Both cross sections are taken as constant, with $\sigma_a>0$ and $\sigma_s\ge 0$. This requires a fixed ion species, energy, temperature and dose rate. Amorphous material is assumed not to recrystallize. Damage is represented by the amorphous fraction alone, so point defects accumulating in the crystalline part are left out, and the numerical cross sections used below are illustrative values, not those of a particular material. The initial fraction is $f(0)=f_0$ with $0\le f_0<1$, and $f_0=0$ describes a perfect crystal. The sum of the cross sections occurs often and is written

$$k=\sigma_a+\sigma_s .$$

### Integration by partial fractions

For $0\le f<1$ both factors of $g$ are positive, so equation (1) may be divided by $g$:

$$\frac{df}{(\sigma_a+\sigma_s f)(1-f)}=d\Phi .$$

The left side is split into two simple fractions,

$$\frac{1}{(\sigma_a+\sigma_s f)(1-f)}=\frac{A}{\sigma_a+\sigma_s f}+\frac{B}{1-f}.$$

Multiplication by the common denominator gives

$$1=A(1-f)+B(\sigma_a+\sigma_s f),$$

which must hold for every $f$. Setting $f=1$ gives $1=Bk$, so $B=1/k$. The coefficient of $f$ must vanish, so $-A+B\sigma_s=0$ and $A=\sigma_s/k$. The constant term is then $A+B\sigma_a=(\sigma_s+\sigma_a)/k=1$, as required. Hence

$$\frac1k\left[\frac{\sigma_s}{\sigma_a+\sigma_s f}+\frac{1}{1-f}\right]df=d\Phi .$$

The first term integrates to $\ln(\sigma_a+\sigma_s f)$, because $\sigma_s$ is the derivative of the denominator. The second integrates to $-\ln(1-f)$; the minus sign comes from the derivative of $1-f$. Integration from dose $0$ to dose $\Phi$ gives

$$\ln\frac{\sigma_a+\sigma_s f}{1-f}-\ln\frac{\sigma_a+\sigma_s f_0}{1-f_0}=k\Phi .$$

With the constant

$$C=\frac{\sigma_a+\sigma_s f_0}{1-f_0}, \tag{2}$$

exponentiation yields

$$\frac{\sigma_a+\sigma_s f}{1-f}=C\,e^{k\Phi}. \tag{3}$$

To solve for $f$, multiply by $1-f$ and collect the terms in $f$ on the left:

$$f\left(\sigma_s+Ce^{k\Phi}\right)=Ce^{k\Phi}-\sigma_a,
\qquad
f=\frac{Ce^{k\Phi}-\sigma_a}{Ce^{k\Phi}+\sigma_s}. \tag{4}$$

For a perfect crystal $f_0=0$ and $C=\sigma_a$. Subtracting the fraction from one is then convenient, because the exponentials cancel in the numerator:

$$1-f=\frac{\sigma_a e^{k\Phi}+\sigma_s-\sigma_a e^{k\Phi}+\sigma_a}{\sigma_a e^{k\Phi}+\sigma_s},$$

so that

$$f(\Phi)=1-\frac{k}{\sigma_s+\sigma_a e^{k\Phi}}. \tag{5}$$

At $\Phi=0$ the denominator equals $k$ and $f=0$. As $\Phi\to\infty$ the denominator grows without bound and $f\to1$. Full amorphization is approached but not reached at any finite dose.

### Doses for given fractions

Equation (3) with $C=\sigma_a$ gives the dose $\Phi_F$ at which a fraction $F$ is amorphous. Division by $\sigma_a$ and a logarithm lead to

$$\Phi_F=\frac1k\ln\frac{1+\sigma_s F/\sigma_a}{1-F}. \tag{6}$$

Take $\sigma_a=0.05\ \mathrm{nm^2}$ and $\sigma_s=1.00\ \mathrm{nm^2}$, the strong case, for which $k=1.05\ \mathrm{nm^2}$ and $\sigma_s/\sigma_a=20$. For $F=0.5$ the argument of the logarithm is $(1+10)/0.5=22$, and

$$\Phi_{0.5}=\frac{\ln 22}{1.05\ \mathrm{nm^2}}=2.94\ \mathrm{nm^{-2}}=2.94\times10^{14}\ \mathrm{cm^{-2}}.$$

In the same way $\Phi_{0.1}=1.15\ \mathrm{nm^{-2}}$ and $\Phi_{0.9}=5.00\ \mathrm{nm^{-2}}$. Without stimulation the three doses for 10, 50 and 90 per cent are $2.11$, $13.9$ and $46.1\ \mathrm{nm^{-2}}$. Stimulation shortens the first by a factor of about 1.8 and the last by about 9. Its contribution $\sigma_s f$ to the conversion probability starts from zero and grows in proportion to $f$. In this case it equals the direct part at $f=0.05$ and is 18 times as large at $f=0.9$.

### Small and large doses

For $\sigma_s=0$, equation (5) becomes

$$f=1-e^{-\sigma_a\Phi}. \tag{7}$$

This is the probability that a given region has been hit at least once when hits are independent and have a mean number $\sigma_a\Phi$.

For small dose and $f_0=0$, the first derivative at the origin is $f'(0)=g(0)=\sigma_a$. The second follows from the chain rule, $f''=g'(f)f'$. Here a prime on $f$ means a derivative with respect to dose, and a prime on $g$ a derivative with respect to $f$. Multiplying out the product in equation (1) gives

$$g(f)=\sigma_a+(\sigma_s-\sigma_a)f-\sigma_s f^2,\qquad
g'(f)=\sigma_s-\sigma_a-2\sigma_s f, \tag{8}$$

so that $f''(0)=(\sigma_s-\sigma_a)\sigma_a$ and

$$f=\sigma_a\Phi+\tfrac12\,\sigma_a(\sigma_s-\sigma_a)\Phi^2+O(\Phi^3). \tag{9}$$

The first term does not contain $\sigma_s$. In this model, and for $f_0=0$, the initial slope of the amorphous fraction thus measures direct impact alone, and stimulation enters through the curvature. A measured disorder signal may also contain defects in the crystalline part, which the model does not describe. In the strong case $f''(0)=0.05\times0.95=0.0475\ \mathrm{nm^4}$.

For large dose the exponential in the denominator of equation (5) dominates, and

$$1-f\simeq\frac{k}{\sigma_a}\,e^{-k\Phi}. \tag{10}$$

The last crystalline regions lie in surroundings that are almost wholly amorphous, so each is converted with the full cross section $k$. The relative error of equation (10) is of order $(\sigma_s/\sigma_a)e^{-k\Phi}$, the ratio of the neglected term to the one retained. At $15\ \mathrm{nm^{-2}}$ in the strong case, direct integration of the rate equation and the tail law both give $1-f=3.03\times10^{-6}$.

### The condition for a sigmoidal curve

A dose curve is called sigmoidal here if, on a linear dose axis, it first bends upward and then downward, with one inflection at positive dose. The sign of the curvature is needed at every dose, and the chain rule supplies it:

$$f''=(\sigma_s-\sigma_a-2\sigma_s f)\,g(f). \tag{11}$$

Since $g>0$ for $f<1$, the sign of $f''$ is the sign of the bracket, which is $g'(f)$. The fraction $f$ rises steadily from $f_0$ towards one. At the upper end the bracket tends to $-\sigma_s-\sigma_a=-k$, which is negative, so every curve finally bends downward. Two cases remain.

If the bracket is positive at $f_0$, it decreases steadily as $f$ grows and passes through zero once. There is one inflection, and the curve is sigmoidal.

If the bracket is zero or negative at $f_0$, it is negative at all later doses. For $\sigma_s>0$ this is because it decreases with $f$, and for $\sigma_s=0$ because it equals $-\sigma_a$ throughout. There is no inflection at positive dose.

For an initially perfect crystal the bracket starts at $\sigma_s-\sigma_a$. The curve is therefore sigmoidal if and only if

$$\sigma_s>\sigma_a. \tag{12}$$

The inequality expresses a competition. Let a small fraction $\delta f$ of a nearly perfect crystal become amorphous. The conversion rate gains $\sigma_s\,\delta f$, because the remaining crystal is now stimulated. It loses $\sigma_a\,\delta f$, because that much material is no longer available to direct impact. The rate accelerates only if the gain exceeds the loss. This explains the opening observation: $0.025\ \mathrm{nm^2}$ is below the threshold of $0.05\ \mathrm{nm^2}$, and the values $0.10$ and $1.00\ \mathrm{nm^2}$ are above it.

The remaining value, $\sigma_s=\sigma_a$, lies on the threshold. Equation (5) then reads

$$f=1-\frac{2}{1+e^{2\sigma_a\Phi}}=\frac{e^{2\sigma_a\Phi}-1}{e^{2\sigma_a\Phi}+1}=\tanh(\sigma_a\Phi).$$

Its curvature is zero at the origin and negative at every positive dose.

### Position and steepness of the inflection

When $\sigma_s>\sigma_a$, the bracket in equation (11) vanishes at

$$f_*=\frac{\sigma_s-\sigma_a}{2\sigma_s}. \tag{13}$$

This is below one half for every $\sigma_a>0$. At this fraction the two factors of the rate are

$$\sigma_a+\sigma_s f_*=\frac{\sigma_a+\sigma_s}{2}=\frac k2,
\qquad 1-f_*=\frac{\sigma_s+\sigma_a}{2\sigma_s}=\frac{k}{2\sigma_s}. \tag{14}$$

Their ratio is $\sigma_s$. Equation (3) at the inflection therefore reads $\sigma_s=Ce^{k\Phi_*}$, and

$$\Phi_*=\frac1k\ln\frac{\sigma_s}{C},\qquad\text{or}\qquad
\Phi_*=\frac1k\ln\frac{\sigma_s}{\sigma_a}\quad\text{for } f_0=0. \tag{15}$$

The product of the two factors in equation (14) is the greatest slope, $k^2/(4\sigma_s)$. For $f_0=0$ its ratio to the initial slope $\sigma_a$ is

$$\frac{k^2}{4\sigma_a\sigma_s}=\frac{(1+s)^2}{4s},\qquad s=\frac{\sigma_s}{\sigma_a}. \tag{16}$$

In the strong case $f_*=0.95/2=0.475$ and $\Phi_*=\ln 20/1.05=2.85\ \mathrm{nm^{-2}}$, or $2.85\times10^{14}\ \mathrm{cm^{-2}}$. The slope rises by a factor $21^2/80=5.5$. In the weak case, $\sigma_s=0.10\ \mathrm{nm^2}$, one has $k=0.15\ \mathrm{nm^2}$, $f_*=0.25$ and $\Phi_*=\ln2/0.15=4.62\ \mathrm{nm^{-2}}$, but the slope rises only by a factor $9/8=1.125$. At the inflection, the straight line drawn with the initial slope has reached $0.05\times4.62=0.231$, and the curve has reached $0.250$. A measurement of $f$ with an uncertainty of $0.02$ could not tell the two apart at that dose. The gap goes on growing until the slope has fallen back to $\sigma_a$, which happens at $f=2f_*=0.5$ and $\Phi=2\Phi_*=9.24\ \mathrm{nm^{-2}}$. There the line has reached $0.462$, and the gap is $0.038$, about twice that uncertainty. Condition (12) decides whether an inflection exists, and equation (16) indicates how visible it is.

### A layer that is already damaged

For $f_0>0$ the bracket in equation (11) must be positive at $f_0$, which means $f_0<f_*$. Previous damage can thus remove the inflection even when $\sigma_s>\sigma_a$. In the strong case with $f_0=0.2$, equation (2) gives $C=0.25/0.8=0.3125\ \mathrm{nm^2}$, and the inflection moves to $\Phi_*=\ln(1/0.3125)/1.05=1.11\ \mathrm{nm^{-2}}$. With $f_0=0.6$, which exceeds $0.475$, there is none. The rate depends on $f$ alone, so a predamaged layer follows the curve of the perfect crystal from the point where that curve has the value $f_0$. If this point lies beyond the inflection, only the part that bends downward is left.

## Second derivation: a linear equation, and what each route assumes

The amorphous fraction $f$ of a uniform layer obeys $df/d\Phi=(\sigma_a+\sigma_s f)(1-f)$, where $\Phi$ is the dose in ions per unit area, $\sigma_a>0$ the direct-impact cross section and $\sigma_s\ge0$ the stimulated one. The right side is called $g(f)$, and $k=\sigma_a+\sigma_s$. The initial fraction is $f_0$, and $C=(\sigma_a+\sigma_s f_0)/(1-f_0)$, which equals $\sigma_a$ for a perfect crystal. Separation of variables gave, for $f_0=0$, the solution $f=1-k/(\sigma_s+\sigma_a e^{k\Phi})$. The sign of $g'(f)$ gave the condition $\sigma_s>\sigma_a$ for an inflection at positive dose, located at $f_*=(\sigma_s-\sigma_a)/(2\sigma_s)$. The same results are now obtained without separating variables and without using $g'$.

Separation of variables has given the dose curve and shown that, for an initially perfect crystal, it is sigmoidal only when the stimulated cross section exceeds the direct one. It remains to obtain these results from a linear equation and to examine what each derivation assumes.
